# Comment on using the symmetric atomic virial as a heat current: verification in Python

```python
"""Heat current and pressure from per-atom virials.

Result under test: the potential heat current is sum_i W_i.v_i with
W_i = sum_j (r_j-r_i) outer dU_j/dr_i, where U_j is a site energy.
The symmetric virial S_i shares each interaction virial equally among
its atoms. W and S have the same sum (same pressure), and agree atom by
atom for pair forces, but give different currents for many-body forces.
For a chain with tension T, angle energy B(1+cos(theta)), spacing a,
mass m and s=sin(qa/2), transverse waves carry energy at
v_g = sin(qa)(T+8Bs^2/a)/(m w), while S gives T sin(qa)/(m w).
Units: nm, ps, eV; mass in eV ps^2/nm^2; velocity nm/ps = km/s.
"""
import numpy as np
from itertools import combinations
from scipy.constants import e, atomic_mass, k as boltzmann

a, B, stiffness, rest_length = 0.25, 1.0, 2000.0, 0.248
mass_u, tau_ps, N = 20.0, 10.0, 40
mass = mass_u * atomic_mass * 1e6 / e
T = stiffness * (a - rest_length)
half = np.ones(2) / 2
third = np.ones(3) / 3


def distance(p, q):
    return np.sqrt(((p - q)**2).sum(-1))


def phi(r):
    return np.exp(-4 * (r / a - 1))


def pair_energy(X):
    return phi(distance(X[:, 0], X[:, 1]))  # prefactor 1 eV


def angle_energy(X):
    """The middle member is the vertex of the angle."""
    p, q = X[:, 0] - X[:, 1], X[:, 2] - X[:, 1]
    norm = np.sqrt((p**2).sum(-1)) * np.sqrt((q**2).sum(-1))
    return B * (1 + (p * q).sum(-1) / norm)


def interaction_forces(energy, X):
    """Complex-step forces; X has indices interaction, member, axis."""
    F = np.empty(X.shape)
    for member in range(X.shape[1]):
        for axis in range(X.shape[2]):
            Y = X.astype(complex)
            Y[:, member, axis] += 1e-30j
            F[:, member, axis] = -energy(Y).imag / 1e-30
    return F


def atom_quantities(energy, X, members, share, count):
    """Site energies, W, S and forces from unfolded interactions."""
    F = interaction_forces(energy, X)
    rel = X - X[:, :1]
    centre = np.einsum('k,cka->ca', share, rel)
    w_part = np.einsum('cka,ckb->ckab', rel - centre[:, None], F)
    s_part = np.einsum('cka,ckb->cab', rel, F) / len(share)
    dim = X.shape[2]
    site = np.zeros(count)
    W, S = np.zeros((2, count, dim, dim))
    force = np.zeros((count, dim))
    np.add.at(site, members, energy(X)[:, None] * share)
    np.add.at(W, members, w_part)
    np.add.at(S, members, np.repeat(s_part[:, None], len(share), 1))
    np.add.at(force, members, F)
    return site, W, S, force


def current(virial, velocity):
    return np.einsum('iab,ib->a', virial, velocity)


# ---------- finite irregular cluster: continuity is the reference ------
rng = np.random.default_rng(7)
R = np.vstack([np.eye(3), -np.eye(3)]) * a / np.sqrt(2)
R = np.round(R + rng.uniform(-0.03, 0.03, R.shape), 3)
V = np.round(rng.normal(0, 0.5, R.shape), 2)
pairs = np.array(list(combinations(range(6), 2)))
triplets = np.array([(j, i, k) for i in range(6)
                     for j, k in combinations(range(6), 2)
                     if i not in (j, k)])


def embedding_density(positions):
    d = positions[:, None] - positions[None]
    eye = np.eye(len(positions))
    r = np.sqrt((d**2).sum(-1) + eye)
    return d, r, (phi(r) * (1 - eye)).sum(1)


def embedding_sites(positions):
    return -np.sqrt(embedding_density(positions)[2])  # prefactor 1 eV


def reference_current(sites):
    """d/dt sum(r_i E_i), less convection, by finite differences."""
    step = 1e-5
    acceleration = np.zeros_like(R)
    for index in np.ndindex(R.shape):
        dR = np.zeros_like(R)
        dR[index] = step
        slope = (sites(R + dR).sum() - sites(R - dR).sum()) / (2 * step)
        acceleration[index] = -slope / mass

    def moment(t):
        r = R + t * V + t**2 * acceleration / 2
        v = V + t * acceleration
        return (sites(r) + mass * (v**2).sum(1) / 2) @ r

    convection = (sites(R) + mass * (V**2).sum(1) / 2) @ V
    return (moment(step) - moment(-step)) / (2 * step) - convection


def strain_virial(sites):
    """Total virial from the energy change under each small strain."""
    result, step = np.zeros((3, 3)), 1e-5
    for p, q in np.ndindex(3, 3):
        dR = np.zeros_like(R)
        dR[:, q] = step * R[:, p]
        change = sites(R + dR).sum() - sites(R - dR).sum()
        result[p, q] = -change / (2 * step)
    return result


def cluster_sites(energy, members, share):
    def sites(positions):
        out = np.zeros(len(positions))
        u = energy(positions[members])
        np.add.at(out, members, u[:, None] * share)
        return out
    return sites


cases = {}
for name, energy, members, share in (
        ('pair', pair_energy, pairs, half),
        ('angle', angle_energy, triplets, third)):
    _, W, S, _ = atom_quantities(energy, R[members], members, share, 6)
    cases[name] = (cluster_sites(energy, members, share), W, S)

d, r, rho = embedding_density(R)
jacobian = np.zeros((6, 6, 3))
for i, axis in np.ndindex(6, 3):
    Y = R.astype(complex)
    Y[i, axis] += 1e-30j
    jacobian[:, i, axis] = embedding_sites(Y).imag / 1e-30
W = np.einsum('jia,jib->iab', d, jacobian)
slope = -0.5 / np.sqrt(rho)
phi_prime = -4 / a * phi(r)
unit = d / r[:, :, None]
pair_force = -((slope[:, None] + slope) * phi_prime)[..., None] * unit
assert np.allclose(pair_force.sum(1), -jacobian.sum(0), atol=1e-10)
S = 0.5 * np.einsum('ija,ijb->iab', d, pair_force)
cases['embedding'] = (embedding_sites, W, S)

cluster_results = {}
for name, (sites, W, S) in cases.items():
    J_ref, J_W, J_S = reference_current(sites), current(W, V), current(S, V)
    scale = np.linalg.norm(J_ref)
    virial = strain_virial(sites)
    tolerance = 1e-6 * np.abs(virial).max() + 1e-8
    assert np.allclose(W.sum(0), virial, atol=tolerance, rtol=0)
    assert np.allclose(S.sum(0), virial, atol=tolerance, rtol=0)
    assert np.linalg.norm(J_W - J_ref) < 1e-5 * scale
    error = np.linalg.norm(J_S - J_ref) / scale
    assert error < 1e-5 if name == 'pair' else error > 1e-3
    cluster_results[name] = (J_ref, J_W, J_S, error, np.trace(virial),
                             np.trace(S.sum(0)))

# Missing terms, compared with the continuity reference.
X, v = R[triplets], V[triplets]
F = interaction_forces(angle_energy, X)
power = (F * (v - v.mean(1, keepdims=True))).sum(-1)
missing = np.einsum('cka,ck->a', X - X.mean(1, keepdims=True), power)
J_ref, _, J_S = cluster_results['angle'][:3]
assert np.allclose(missing, J_ref - J_S, atol=1e-5 * np.linalg.norm(J_ref))
relative = (unit * (V[:, None] - V[None])).sum(-1)
factor = (slope[None] - slope[:, None]) * phi_prime * relative
missing = 0.25 * np.einsum('ija,ij->a', -d, factor)
J_ref, _, J_S = cluster_results['embedding'][:3]
assert np.allclose(missing, J_ref - J_S, atol=1e-5 * np.linalg.norm(J_ref))


# ---------- periodic chain ---------------------------------------------
def chain(z, rest=rest_length, spacing=a, share=third):
    def bond(X):
        stretch = distance(X[:, 0], X[:, 1]) - rest
        return stiffness * stretch**2 / 2
    total = None
    for energy, weights in ((bond, half), (angle_energy, share)):
        index = np.arange(N)[:, None] + np.arange(len(weights))
        X = np.stack([spacing * index, z[index % N]], -1)
        part = atom_quantities(energy, X, index % N, weights, N)
        total = part if total is None else [
            x + y for x, y in zip(total, part)]
    return total


sites_index = np.arange(N)
offset = (sites_index + N // 2) % N - N // 2


def response(rest):
    """Transverse force constants and W, S rows for one moved atom."""
    z = np.zeros(N)
    z[0] = 1e-6
    _, W, S, force = chain(z, rest)
    return -force[:, 1] / z[0], W[:, 0, 1] / z[0], S[:, 0, 1] / z[0]


rows = {rest: response(rest) for rest in (rest_length, a)}


def omega(phase, rest=rest_length):
    return np.sqrt(rows[rest][0] @ np.cos(phase * offset) / mass)


def group_velocity(phase, rest=rest_length):
    h = 1e-4
    return a * (omega(phase + h, rest) - omega(phase - h, rest)) / (2 * h)


def wave(phase, rest=rest_length, share=third, back=0.0):
    """Currents and energy at 16 times in one period."""
    Z, w = 1e-5, omega(phase, rest)
    ground = chain(np.zeros(N), rest)[0].sum()
    out = []
    for angle in 2 * np.pi * np.arange(16) / 16:
        ahead = phase * sites_index - angle
        behind = phase * sites_index + angle
        z = Z * (np.cos(ahead) + back * np.cos(behind))
        vz = Z * w * (np.sin(ahead) - back * np.sin(behind))
        site, W, S, _ = chain(z, rest, share=share)
        total = site.sum() - ground + mass * (vz**2).sum() / 2
        out.append((W[:, 0, 1] @ vz, S[:, 0, 1] @ vz, total))
    return np.array(out).T


table = []
for mode in (2, 5, 10, 15):
    phase = 2 * np.pi * mode / N
    s2, w = np.sin(phase / 2)**2, omega(phase)
    w_formula = np.sqrt((4 * T * s2 / a + 16 * B * s2**2 / a**2) / mass)
    v_formula = np.sin(phase) * (T + 8 * B * s2 / a) / (mass * w_formula)
    s_formula = T * np.sin(phase) / (mass * w_formula)
    J_W, J_S, total = wave(phase)
    v_W, v_S = J_W.mean() / total.mean(), J_S.mean() / total.mean()
    assert np.isclose(w, w_formula, rtol=1e-6)
    assert np.isclose(group_velocity(phase), v_formula, rtol=1e-5)
    assert np.isclose(v_W, group_velocity(phase), rtol=1e-5)
    assert np.isclose(v_S, s_formula, rtol=1e-5)
    table.append((phase / np.pi, 2 * np.pi * a / phase, w, v_W, v_S,
                  v_S / v_W))

# Without tension the symmetric virial gives no transverse current.
J_W, J_S, total = wave(np.pi / 2, rest=a)
free_W, free_S = J_W.mean() / total.mean(), J_S.mean() / total.mean()
assert np.isclose(free_W, group_velocity(np.pi / 2, a), rtol=1e-5)
assert abs(free_S) < 1e-5 * free_W

# Energy repartition changes the instantaneous current, not its average.
uneven = np.array([0.7, 0.2, 0.1])
J_even, _, total = wave(np.pi / 2, back=0.5)
J_uneven = wave(np.pi / 2, share=uneven, back=0.5)[0]
net = (1 - 0.5**2) / (1 + 0.5**2)
expected = net * group_velocity(np.pi / 2) * total.mean()
assert np.isclose(J_even.mean(), expected, rtol=1e-5)
assert np.isclose(J_uneven.mean(), expected, rtol=1e-5)
partition_swing = np.abs(J_uneven - J_even).max() / J_even.mean()
assert partition_swing > 0.05

# Both virials reproduce the mechanical tension of a visibly bent chain.
bent = 0.01 * np.cos(np.pi * sites_index / 2)
_, W, S, _ = chain(bent)
tension_W = -W[:, 0, 0].sum() / (N * a)
tension_S = -S[:, 0, 0].sum() / (N * a)
h = 1e-6
tension_ref = (chain(bent, spacing=a + h)[0].sum()
               - chain(bent, spacing=a - h)[0].sum()) / (2 * h * N)
assert np.allclose([tension_W, tension_S], tension_ref, rtol=1e-6)

# Thermal variance of the harmonic currents, in units of (k_B T)^2.
phi_row, W_row, S_row = rows[rest_length]


def circulant(row):
    return np.array([np.roll(row, n) for n in range(N)])


hessian = circulant(phi_row)
covariance = np.linalg.pinv(hessian, rcond=1e-6)
variances = []
for row in (W_row, S_row):
    A = circulant(row)
    product = A @ hessian
    # These two antisymmetries are the condition dJ/dt = 0.
    assert np.abs(A + A.T).max() < 1e-6 * np.abs(A).max()
    assert np.abs(product + product.T).max() < 1e-6 * np.abs(product).max()
    variances.append(np.trace(A.T @ covariance @ A) / mass)
phases = 2 * np.pi * np.arange(1, N) / N
v_true = np.array([group_velocity(p) for p in phases])
v_sym = np.array([T * np.sin(p) / (mass * omega(p)) for p in phases])
assert np.isclose(variances[0], (v_true**2).sum(), rtol=1e-5)
assert np.isclose(variances[1], (v_sym**2).sum(), rtol=1e-5)
length_m = N * a * 1e-9
kappa_area = [boltzmann * tau_ps * 1e-12 * x * 1e6 / length_m
              for x in variances]
half_phase = 2 * np.arcsin(np.sqrt(T * a / (8 * B)))
half_ratio = (T * np.sin(half_phase) / (mass * omega(half_phase))
              / group_velocity(half_phase))
assert np.isclose(half_ratio, 0.5, rtol=1e-5)

# ---------- results ----------------------------------------------------
print('Cluster: position (nm) | velocity (nm/ps)')
for position, velocity in zip(R, V):
    print(' ', ' '.join(f'{x:7.3f}' for x in position), '|',
          ' '.join(f'{x:6.2f}' for x in velocity))
print('Cluster potential currents (eV nm/ps), x y z')
for name, values in cluster_results.items():
    for label, vector in zip(('continuity', 'W', 'symmetric'), values):
        print(f'  {name:9s} {label:10s}',
              ' '.join(f'{x:10.5f}' for x in vector))
    print(f'  {name} relative error of symmetric: {values[3]:.2e}')
    print(f'  {name} virial trace, strain / symmetric (eV):',
          f'{values[4]:.6f} / {values[5]:.6f}')
print(f'Chain spacing {a} nm, mass {mass_u} u, atoms {N}')
print(f'Mass {mass:.6f} eV ps^2/nm^2')
print(f'Bond stiffness {stiffness} eV/nm^2, rest {rest_length} nm')
print(f'Angle constant {B} eV, tension T {T:.4f} eV/nm')
print('Bent chain: amplitude 0.01 nm, wavelength 4 spacings')
print(f'  tension from energy    {tension_ref:.6f} eV/nm')
print(f'  tension from W         {tension_W:.6f} eV/nm')
print(f'  tension from symmetric {tension_S:.6f} eV/nm')
print('qa/pi  wavelength(nm)  omega(rad/ps)  v_W  v_S(km/s)  v_S/v_W')
for line in table:
    print('  ' + '  '.join(f'{x:.4f}' for x in line))
print(f'Half velocity at qa = {half_phase:.4f} rad,',
      f'wavelength {2 * np.pi * a / half_phase:.4f} nm')
print(f'No tension, qa=pi/2: v_W {free_W:.4f} km/s,',
      f'|v_S| {abs(free_S):.1e} km/s')
print(f'Repartition: largest change / mean current {partition_swing:.4f}')
print(f'Repartition: ratio of means {J_uneven.mean()/J_even.mean():.6f}')
print(f'Sum of v^2, W / symmetric (km^2/s^2):',
      f'{variances[0]:.3f} / {variances[1]:.3f}')
print(f'Relaxation time {tau_ps} ps, length {N * a:.1f} nm')
print(f'Conductivity x area, W         {kappa_area[0]:.4e} W m/K')
print(f'Conductivity x area, symmetric {kappa_area[1]:.4e} W m/K')
print(f'Conductivity ratio {kappa_area[1] / kappa_area[0]:.4f}')
print('ALL CHECKS PASSED')
```

Printed output:

```
Cluster: position (nm) | velocity (nm/ps)
    0.184   0.024   0.017 |  -0.95  -0.64  -0.92
   -0.016   0.165   0.022 |  -0.12  -0.63   0.14
   -0.030   0.019   0.195 |   0.08  -0.09  -1.26
   -0.179  -0.012  -0.013 |  -0.27  -0.02   0.06
   -0.015  -0.180   0.000 |  -0.77  -0.24  -0.49
    0.003   0.030  -0.159 |  -0.40   0.53  -0.40
Cluster potential currents (eV nm/ps), x y z
  pair      continuity   -7.52171   -2.74822   -9.20541
  pair      W            -7.52170   -2.74822   -9.20541
  pair      symmetric    -7.52170   -2.74822   -9.20541
  pair relative error of symmetric: 2.42e-07
  pair virial trace, strain / symmetric (eV): 50.850713 / 50.850713
  angle     continuity   -0.37068   -0.28776   -0.51457
  angle     W            -0.37068   -0.28776   -0.51457
  angle     symmetric    -0.21716   -0.34518   -0.23922
  angle relative error of symmetric: 4.60e-01
  angle virial trace, strain / symmetric (eV): -0.000000 / -0.000000
  embedding continuity    3.58307    1.55978    4.45080
  embedding W             3.58307    1.55978    4.45080
  embedding symmetric     3.73686    1.40817    4.59896
  embedding relative error of symmetric: 4.42e-02
  embedding virial trace, strain / symmetric (eV): -24.774641 / -24.774641
Chain spacing 0.25 nm, mass 20.0 u, atoms 40
Mass 0.207285 eV ps^2/nm^2
Bond stiffness 2000.0 eV/nm^2, rest 0.248 nm
Angle constant 1.0 eV, tension T 4.0000 eV/nm
Bent chain: amplitude 0.01 nm, wavelength 4 spacings
  tension from energy    4.383565 eV/nm
  tension from W         4.383565 eV/nm
  tension from symmetric 4.383565 eV/nm
qa/pi  wavelength(nm)  omega(rad/ps)  v_W  v_S(km/s)  v_S/v_W
  0.1000  5.0000  2.8802  2.4757  2.0704  0.8363
  0.2500  2.0000  8.4677  3.4993  1.6114  0.4605
  0.5000  1.0000  21.5204  4.4834  0.8967  0.2000
  0.7500  0.6667  34.1073  3.1319  0.4001  0.1277
Half velocity at qa = 0.7227 rad, wavelength 2.1734 nm
No tension, qa=pi/2: v_W 4.3928 km/s, |v_S| 1.6e-07 km/s
Repartition: largest change / mean current 0.6400
Repartition: ratio of means 1.000000
Sum of v^2, W / symmetric (km^2/s^2): 440.748 / 54.807
Relaxation time 10.0 ps, length 10.0 nm
Conductivity x area, W         6.0852e-18 W m/K
Conductivity x area, symmetric 7.5669e-19 W m/K
Conductivity ratio 0.1243
ALL CHECKS PASSED
```
